# Solid-angle-weighted Voronoi coordination numbers and their continuity

## Six neighbours and a seventh

Place an atom at the origin and six neighbours at distance $d$ along $\pm x,\pm y,\pm z$. Its Voronoi cell, the set of points nearer to it than to any neighbour, is bounded by planes midway to the neighbours. It is a cube of half-side $b=d/2$. By symmetry each face fills a solid angle $4\pi/6=2\pi/3$ seen from the centre.

Add a seventh neighbour at distance $R\ge d$ along $(1,1,1)/\sqrt3$. Its midway plane is $x+y+z=\sqrt3R/2$. The cube corner $(b,b,b)$ has coordinate sum $3b=3d/2$, so the plane cuts the cube when $\sqrt3R/2<3d/2$, that is, when

$$R<R_c=\sqrt3\,d .$$

Just inside $R_c$ the cell has seven faces, just outside it has six. The count jumps although the atom has hardly moved. The seventh face, however, is a triangle that shrinks to a point, so a count weighted by solid angle need not jump.

The plane meets the three cube edges at a distance $e=3b-\sqrt3R/2$ from the corner. In units of $b$,

$$\varepsilon=e/b=3-\sqrt3R/d,\qquad c=1-\varepsilon,$$

and the triangle has corners $(1,1,c)$, $(1,c,1)$, $(c,1,1)$. Each has length $a=\sqrt{2+c^2}$, each pair has scalar product $1+2c$, and the triple product has magnitude $(1-c)^2(2+c)=\varepsilon^2(3-\varepsilon)$. The triangle formula derived below then gives

$$\tan\frac{\Omega_7}{2}=\frac{\varepsilon^2(3-\varepsilon)}{a\,[a^2+3(1+2c)]}.$$

Near $R_c$ we have $\varepsilon\to0$, $c\to1$, $a\to\sqrt3$. The right side tends to $3\varepsilon^2/(12\sqrt3)$, so $\Omega_7\approx\varepsilon^2/(2\sqrt3)$. With $\varepsilon=\sqrt3(R_c-R)/d$,

$$\Omega_7\approx\frac{\sqrt3}{2}\,\frac{(R_c-R)^2}{d^2}.$$

The face vanishes quadratically. At $R_c-R=d/1000$ the computed value is 1.001 times this law.

## Three coordination numbers

Let $\Omega_j$ be the solid angle of the face of neighbour $j$, with $\Omega_j=0$ if it has none. For a closed cell $\sum_j\Omega_j=4\pi$. Define

$$N=\#\{j:\Omega_j>0\},\qquad P=\frac{(4\pi)^2}{\sum_j\Omega_j^2},\qquad W=\frac{4\pi}{\Omega_{\max}} .$$

All three equal $n$ for $n$ equal faces. $P$ is a participation number; $W$ is the sum of the weights $\Omega_j/\Omega_{\max}$. They are ordered. Since $\Omega_j^2\le\Omega_{\max}\Omega_j$, we have $\sum\Omega_j^2\le4\pi\,\Omega_{\max}$ and hence $P\ge W$. The Cauchy–Schwarz inequality over the $N$ nonzero faces gives $(4\pi)^2\le N\sum\Omega_j^2$, hence $P\le N$.

In the cage, the seventh face takes its directions from the three cube faces that meet at the cut corner, $\Omega_7/3$ from each by threefold symmetry. Therefore

$$\sum_j\Omega_j^2=3\Big(\frac{2\pi}{3}\Big)^2+3\Big(\frac{2\pi}{3}-\frac{\Omega_7}{3}\Big)^2+\Omega_7^2
=\frac{8\pi^2}{3}-\frac{4\pi}{3}\Omega_7+\frac43\Omega_7^2 .$$

Dividing $16\pi^2$ by this gives

$$P=\frac{6}{1-\Omega_7/2\pi+\Omega_7^2/2\pi^2}\approx6+\frac{3\Omega_7}{\pi}.$$

The three uncut faces keep $2\pi/3$ and remain the largest at all distances tabulated in the numerical output, so $W=6$ throughout. It is continuous, but it does not register this neighbour. $P$ does, which is a reason to prefer it for following an atom that enters or leaves a shell.

## The general cell as a convex hull

For distinct neighbours at $\mathbf r_j$, with $R_j=|\mathbf r_j|$, a point $\mathbf x$ is nearer to the centre than to $j$ if $|\mathbf x|^2\le|\mathbf x-\mathbf r_j|^2$. Expanding the square gives $\mathbf x\cdot\mathbf r_j\le R_j^2/2$, or

$$\mathbf x\cdot\mathbf q_j\le1,\qquad \mathbf q_j=2\mathbf r_j/R_j^2 .$$

Follow a ray $\mathbf x=\rho\mathbf u$ with $|\mathbf u|=1$. It crosses plane $j$ at $\rho=1/(\mathbf u\cdot\mathbf q_j)$ if that product is positive. The first crossing belongs to the largest $\mathbf u\cdot\mathbf q_j$. Thus $\Omega_j$ is the measure of the directions in which $\mathbf q_j$ lies farthest out, and a neighbour can own a face of nonzero area only if $\mathbf q_j$ is a vertex of the convex hull of all the $\mathbf q$'s.

The cell is bounded if every ray leaves it, so that for every $\mathbf u$ some $\mathbf u\cdot\mathbf q_j$ is positive. This says that the origin lies strictly inside the hull. A hull facet with outward normal $\mathbf n$ then satisfies $\mathbf n\cdot\mathbf q_j\le g$ for all $j$, with $g>0$ and equality for the points on the facet. The point

$$\mathbf v=\mathbf n/g$$

obeys $\mathbf v\cdot\mathbf q_j\le1$, with equality for at least three independent planes: it is a cell corner. Conversely, the planes meeting at a cell corner define such a facet. The corners of face $j$ therefore come from the hull facets that contain $\mathbf q_j$.

**Cutoff.** Let $\rho$ be the largest corner distance of a cell built from some of the atoms. An atom at $R_j>2\rho$ has $\mathbf x\cdot\mathbf r_j\le\rho R_j<R_j^2/2$ throughout that cell and cannot cut it. Adding atoms can only shrink the cell. The cell is thus final once all atoms within $2\rho$ are in the list.

## Solid angle of a triangle

Each face is split into triangles with corners $\mathbf a,\mathbf b,\mathbf c$. Project them on the unit sphere. Let the spherical triangle have angles $A,B,C$ and opposite sides $\alpha,\beta,\gamma$. Girard's theorem gives its area $\omega=A+B+C-\pi$. Napier's analogy states $\tan\frac{A+B}2=kt$, where

$$k=\frac{\cos\frac{\alpha-\beta}{2}}{\cos\frac{\alpha+\beta}{2}},\qquad t=\cot\frac C2 .$$

Since $\omega/2=\frac{A+B}{2}-\frac{\pi-C}{2}$ and $\tan\frac{\pi-C}2=t$, the tangent subtraction rule gives $\tan\frac\omega2=(k-1)t/(1+kt^2)$. Multiply above and below by $\cos\frac{\alpha+\beta}2\,\sin^2\frac C2$, expand the half-angle cosines, and use $t\sin^2\frac C2=\frac12\sin C$, $(1+t^2)\sin^2\frac C2=1$ and $(t^2-1)\sin^2\frac C2=\cos C$:

$$\tan\frac\omega2=\frac{\sin\frac\alpha2\sin\frac\beta2\sin C}{\cos\frac\alpha2\cos\frac\beta2+\sin\frac\alpha2\sin\frac\beta2\cos C}.$$

Multiply above and below by $4\cos\frac\alpha2\cos\frac\beta2$. The numerator becomes $\sin\alpha\sin\beta\sin C$, the triple product of the unit vectors. The denominator becomes $(1+\cos\alpha)(1+\cos\beta)+\sin\alpha\sin\beta\cos C$. The spherical cosine rule replaces its last term by $\cos\gamma-\cos\alpha\cos\beta$, leaving $1+\cos\alpha+\cos\beta+\cos\gamma$. Restoring the lengths $a,b,c$ of the three vectors,

$$\tan\frac\omega2=\frac{\mathbf a\cdot(\mathbf b\times\mathbf c)}{abc+(\mathbf a\cdot\mathbf b)c+(\mathbf a\cdot\mathbf c)b+(\mathbf b\cdot\mathbf c)a}.$$

## Why the solid angles are continuous

The directions of face $j$ form the intersection of the hemispheres

$$\mathbf u\cdot(\mathbf q_j-\mathbf q_k)\ge0,\qquad k\ne j .$$

Move the atoms, and let $\theta_{jk}$ be the angle through which $\mathbf q_j-\mathbf q_k$ turns. The old and new hemispheres disagree on two lunes of opening $\theta_{jk}$, each of area $2\theta_{jk}$. A direction can enter or leave the intersection only if it enters or leaves at least one hemisphere. Hence

$$|\Delta\Omega_j|\le4\sum_{k\ne j}\theta_{jk}.$$

Inversion is one-to-one, since $\mathbf r=2\mathbf q/|\mathbf q|^2$. Distinct neighbours therefore have $\mathbf q_j-\mathbf q_k\ne0$, and the $\theta_{jk}$ go to zero with the displacements. So do the changes in all the solid angles. The argument does not ask whether a face exists before or after the move. A closed cell stays closed under small enough moves, because the origin stays inside the hull.

With $M$ atoms in the list, $\sum\Omega_j^2\ge(4\pi)^2/M$ and $\Omega_{\max}\ge4\pi/M$. The denominators of $P$ and $W$ stay away from zero, so both numbers are continuous. In 45 random displacements of the seven-atom cage, with rms sizes from $10^{-4}$ to $10^{-2}$ nm per axis, the largest ratio of a change to its bound was 0.25.

**Where continuity fails.** Distinctness is needed. Replace one cage atom by a pair and let the pair merge. If the two are displaced sideways, they share the face equally. Then $\sum\Omega_j^2=(2\pi/3)^2(5+\tfrac12)$ and $P\to36/5.5=72/11\approx6.55$. If they lie one behind the other, the inner one hides the outer and $P=6$. The limit depends on the direction of approach. Atoms with a hard core never reach this point, but duplicated records in a coordinate file do.

## When a face vanishes, and how fast

Build the cell without neighbour $j$, and let $\mathbf e$ be the direction of $j$. Its plane $\mathbf x\cdot\mathbf e=R/2$ cuts this cell if some point of it has $\mathbf x\cdot\mathbf e>R/2$. A linear function on a convex polyhedron takes its maximum at a corner, so the face vanishes at

$$R_c=2\max_{\mathbf v}\,\mathbf v\cdot\mathbf e .$$

Let $h=(R_c-R)/2$ be the depth of the cut.

If a single corner attains the maximum, the plane meets each edge leaving that corner at a distance proportional to $h$. The face area, and with it $\Omega_j$, goes as $h^2$. The other faces lose only what $j$ takes, so $P$ has no kink there under radial motion.

If a whole edge attains the maximum, the new face is a strip of fixed length and of width proportional to $h$, and $\Omega_j\propto h$. The cage shows this for a seventh neighbour along $(1,1,0)/\sqrt2$. The cube edge $x=y=b$ lies at distance $\sqrt2b$, so $R_e=2\sqrt2b=\sqrt2d$. The plane meets both adjoining faces at $45^\circ$, which makes the strip $2h$ wide. An area element at height $z$ subtends $\sqrt2b\,dA/(2b^2+z^2)^{3/2}$, so to leading order

$$\Omega_7\approx2\sqrt2\,hb\int_{-b}^{b}\frac{dz}{(2b^2+z^2)^{3/2}}
=2\sqrt2\,hb\,\frac{1}{\sqrt3\,b^2}=\frac{4(R_e-R)}{\sqrt6\,d}.$$

The last step uses $h=(R_e-R)/2$ and $b=d/2$. To the same order, two faces now lose $\Omega_7/2$ each. The linear term of $\sum\Omega_j^2$ is again $-4\pi\Omega_7/3$, so

$$P-6\approx\frac{3\Omega_7}\pi=\frac{12}{\sqrt6\,\pi}\,\frac{R_e-R}{d}.$$

Outside $R_e$ the slope is zero: $P$ is continuous with a kink.

A maximum over a whole face would require $j$ to be collinear with that face's owner and, at vanishing, to coincide with it. This is the excluded case.

## Pseudocode

```
function COORDINATION(centre, atoms, L, Lmax):   # L <= Lmax
    repeat
        r = displacements of all atoms and periodic
            images within L of centre, self excluded
        q[j] = 2 r[j] / |r[j]|^2
        hull = convex hull of q
        if q has no 3D hull (too few or coplanar points)
                or its smallest facet offset g < 2 / Lmax:
            if L = Lmax: return OPEN CELL
            L = min(2 L, Lmax); continue
        for each facet f (n.q = g): v[f] = n / g
        rho = max |v[f]|
        if L >= 2 rho: leave loop
        L = 2 rho
    Omega = 0 for all j
    for each hull vertex j:
        p = corners v[f] of the facets containing j
        sort p by angle about their mean,
            counterclockwise about q[j]
        for k = 2 ... len(p)-1:
            a, b, c = p[1], p[k], p[k+1]
            T = a . ((b-a) x (c-a))
            D = |a||b||c| + (a.b)|c| + (a.c)|b| + (b.c)|a|
            Omega[j] += 2 atan2(T, D)
    return Omega, (4 pi)^2 / sum Omega^2, 4 pi / max Omega
```

**Cost.** A three-dimensional hull of $m$ points can be built in $O(m\log m)$ operations. If the hull has $N$ vertices and $F$ triangular facets, each edge borders two triangles and $3F=2E$. Euler's relation $N-E+F=2$ then gives $F=2N-4$. The faces have $3F=6N-12$ corners in all, so the solid angles cost little once each vertex has a list of its facets. With a spatial grid for the neighbour search and a bounded number of candidates per atom, total cost is proportional to the number of atoms.

## Stability and failure modes

**Tiny faces.** For a small triangle $\mathbf a\cdot(\mathbf b\times\mathbf c)$ is a small difference of large terms. The form $\mathbf a\cdot[(\mathbf b-\mathbf a)\times(\mathbf c-\mathbf a)]$ is equal to it, because the extra terms contain $\mathbf a$ twice, and it subtracts the corners first.

**Large faces.** When $\omega>\pi$ the denominator $D$ is negative. The two-argument arctangent selects the right branch.

**Degenerate corners.** If more than three planes meet at a corner, a triangulated hull returns that corner several times. The repeated corners form triangles of zero area and do no harm to $\Omega_j$.

**Thresholds.** $N$ needs a threshold that separates a small face from rounding error, and near $R_c$ the answer depends on it. Dropping a face of solid angle $\tau$ from $\sum\Omega_j^2$, with the numerator kept at $(4\pi)^2$, changes $P$ by about $P^2\tau^2/(16\pi^2)$, which is second order in $\tau$.

**Open cells.** An atom at a free surface may have an unbounded cell. If the directions that never leave the cell fill a solid angle, then $\sum\Omega_j<4\pi$. Above a flat atomic layer they can reduce to a single direction, and the sum is still $4\pi$. The definitions, made for closed cells, do not apply to either case. For an atom within a flat top layer the origin lies exactly on the hull, and rounding can put it on either side. For an atom above the layer a finite list leaves the origin outside the hull, and the sum only approaches $4\pi$ as the list grows. A film periodic in its plane also never runs out of atoms to add. The pseudocode therefore sets a largest search radius $L_{\max}$. It reports a cell as open if, with all atoms within $L_{\max}$ included, the cell is unbounded or still has a corner beyond $L_{\max}/2$. In a thin-film model such atoms must be reported separately or given an explicit boundary.

**Useful checks.** Closure requires $\sum\Omega_j=4\pi$. Reciprocity requires $\Omega_{ij}=\Omega_{ji}$, because reflection in the midway plane exchanges the two atoms and leaves their common face in place. In a disordered periodic packing of 32 atoms both held to better than $10^{-14}$ sr. An independent calculation followed 40,000 rays outward until the central atom was no longer the nearest. It agreed with the hull result to 0.004 sr per face in one packing cell and to 0.002 sr in the oxide cage below.

In that packing cell, one neighbour was pushed outward with all others fixed. Its face vanished at 0.5334 box lengths. Between $0.99999R_c$ and $1.00001R_c$, $N$ fell from 19 to 18 while $P$ stayed at 8.264182. $W$ was 4.893667 at every listed distance. As the neighbour recedes, no other face can shrink, so an unchanged maximum means that it had taken nothing from the largest face.

## An oxygen cage with indium-oxide dimensions

Take $d=0.22$ nm, a rough cation–oxygen distance for amorphous indium oxide, and a seventh oxygen at $R=0.30$ nm over a cage face. This is a crowded test position, not a measured site: the seventh oxygen is 0.249 nm from three cage oxygens, while neighbouring cage oxygens are 0.311 nm apart. Then

$$\varepsilon=3-\frac{1.7321\times0.30}{0.22}=0.638,\qquad c=0.362,\qquad a=1.460,$$

$$\tan\frac{\Omega_7}2=\frac{0.638^2\times2.362}{1.460\,(2.131+5.171)}=0.0902,\qquad\Omega_7=0.180\ \text{sr}.$$

Each cut face retains $2.094-0.060=2.034$ sr, and $P=6/(1-0.0286+0.0016)=6.17$. The seventh oxygen counts as about one sixth of a neighbour in $P$ and as a whole one in $N$. Moved outward, it gives $P=6.036$ at 0.34 nm and $P=6.002$ at 0.37 nm, and its face is gone at $R_c=0.381$ nm. Over a cage edge the face vanishes at 0.311 nm, and $P$ rises by 7.1 per nm just inside, or 0.07 for 0.01 nm in the linear law.

**Choice of planes.** Midway planes ignore ionic size. Radical planes satisfy $|\mathbf x|^2-r_c^2=|\mathbf x-\mathbf r_j|^2-r_o^2$, which replaces $R_j^2$ by $R_j^2+s$ in the denominator of $\mathbf q_j$, with $s=r_c^2-r_o^2$. Rough radii of 0.08 nm for the cation and 0.14 nm for oxygen give $s=-0.0132$ nm². The cube half-side becomes $(0.0484-0.0132)/0.44=0.080$ nm and its corner distance $H=0.1386$ nm. Solving $(R^2+s)/(2R)=H$ gives

$$R_c=H+\sqrt{H^2-s}=0.319\ \text{nm}.$$

At 0.30 nm, $P$ falls from 6.17 to 6.02. With several radii, or with one neighbour radius and $s>0$, distinct atoms can have equal $\mathbf q$; continuity then requires distinct $\mathbf q$'s, and reciprocity is lost between atoms of unequal radius.

**Choice of species.** The base model counts oxygen alone. One cation at 0.34 nm over another cage face, with midway planes, raises $P$ to 6.20. This is a test position. When two octahedra share an edge, the second cation sits over that edge; for two regular octahedra it lies exactly at $R_e=\sqrt2d=0.311$ nm. Placed at 0.34 nm with the cage held regular, it is 0.241 nm from the shared oxygens, lies beyond $R_e$ and owns no face in the undisplaced cage, though vibration can give it a small one. Filling all seven remaining face directions, a deliberately crowded case, raises $P$ to 6.43 and $N$ to 14, although the cations own only 2.1 % of the solid angle.

**Vibration.** Give each oxygen an independent harmonic motion relative to the cation, with a rough spring constant $K=40$ N/m, mass $m=16$ u and $\omega_0=\sqrt{K/m}$. Its mean square displacement per axis is $\frac{\hbar}{2m\omega_0}\coth\frac{\hbar\omega_0}{2k_BT}$. The rms value is 0.011 nm at 300 K and 0.015 nm at 600 K. With the mean position of the seventh oxygen at $R_c$ and $T=300$ K, $N=7$ in 51 % of 250 samples, while $P=5.98$ with a standard deviation of 0.02. At 600 K the figures are 57 % and $5.96\pm0.04$; the difference in the first is sampling error, about three points on each figure, and with $10^5$ samples the fraction is 52 % at both temperatures. At 0.30 nm and 300 K, $P=6.16\pm0.08$; the mean is uncertain by 0.005, and 1500 samples give 6.15.

$W$ drops further, to a mean of about 5.5 at $R_c$ and 300 K. For six faces $\Omega_j=2\pi/3+\delta_j$ with $\sum\delta_j=0$, the loss in $P$ is second order in $\delta_j$, whereas the loss in $W$ is first order in the largest $\delta_j$.

**Reading the result.** Real amorphous oxides break the assumption of a regular cage: bond lengths and angles vary from site to site. Independent Gaussian static displacements of the same rms size would give the same statistics as the vibration samples; larger or correlated distortions are not covered. In these test geometries the choices of planes and species shift $P$ by 0.04 to 0.27, so both should be stated whenever its second decimal is quoted. The range reflects the crowded test positions. At the indium sites of crystalline (bixbyite) indium oxide the seventh oxygen lies near 0.4 nm, and the same choices move $P$ by about 0.03 or less. A comparison of amorphous and crystallized regions should hold both fixed. Continuity removes the jump at a vanishing face, but it does not remove the dependence on these choices.

## Computed values

```
Packing: 32 atoms, core 0.24 box lengths, unit box
  largest cutoff needed 0.623 box lengths
  largest closure error 3.6e-15 sr, asymmetry 8.9e-16 sr
  largest error against distance sampling 0.0039 sr
  mean N, P, W: 15.50, 8.03, 5.37
Pushed neighbour: start 0.4343, vanishing 0.5334 box lengths
  face ratio when the distance to vanishing doubles: 4.0001
  R/R_c 0.81419: N 19, P 8.499879, W 4.893667
  R/R_c 0.90709: N 19, P 8.345002, W 4.893667
  R/R_c 0.99999: N 19, P 8.264182, W 4.893667
  R/R_c 1.00001: N 18, P 8.264182, W 4.893667
Oxide cage: d = 0.22 nm, reference R = 0.3 nm
  vanishing over corner 0.38105 nm, over edge 0.31113 nm
  R (nm), N, Omega7 (sr), P, W
  0.2600  7  4.874e-01  6.420828  6.0000
  0.3000  7  1.800e-01  6.166496  6.0000
  0.3400  7  3.747e-02  6.035560  6.0000
  0.3700  7  2.316e-03  6.002211  6.0000
  0.3800  7  1.988e-05  6.000019  6.0000
  0.3810  7  4.688e-08  6.000000  6.0000
  0.3811  6  0.000e+00  6.000000  6.0000
  0.3900  6  0.000e+00  6.000000  6.0000
  0.4200  6  0.000e+00  6.000000  6.0000
  error against distance sampling 0.0017 sr
  reference solid angles: cut face 2.03441, uncut face 2.09440 sr
  computed/limiting law: corner 1.00116, edge 1.00001
  P gain per nm inside edge vanishing: 7.0882 1/nm
  formula for that slope: 7.0882 1/nm
  largest change/bound in continuity test: 0.254
Merging pair: P tangential 6.54555, radial 6.00000
Neglected effects at the reference position
  base P = 6.1665, Omega7 = 0.1800 sr
  radii: cation 0.08 nm, oxygen 0.14 nm
  radical planes: P 6.0168, Omega7 0.0176 sr
  radical planes: vanishing at 0.3186 nm
  1 cation(s) at 0.34 nm: N 8, P 6.2041, W 6.0360, cation share 0.30 %
  7 cation(s) at 0.34 nm: N 14, P 6.4337, W 6.1466, cation share 2.09 %
  vibration: spring 40 N/m, mass 16 u, 250 samples each
  300 K, R 0.3000 nm, rms 0.01058 nm per axis: N=7 in 100 %
    P 6.156 (sd 0.075), W 5.584 (sd 0.174)
  300 K, R 0.3811 nm, rms 0.01058 nm per axis: N=7 in 51 %
    P 5.975 (sd 0.020), W 5.486 (sd 0.188)
  600 K, R 0.3811 nm, rms 0.01454 nm per axis: N=7 in 57 %
    P 5.958 (sd 0.037), W 5.327 (sd 0.245)
```
